Fewest gradient evaluations for the Hessians of methane and benzene

**Question**

I am building Hessians from finite differences of analytic gradients and want to pay for as few gradients as possible. My test cases are methane (Td) and benzene (D6h), both at optimized geometries. My code uses central differences and abelian subgroups, and there the rule is simple: totally symmetric displacements need +h and −h, the others need one sign. I get lost with the full groups. For an E or T2 mode, how many components must I displace? Does one sign still suffice, and for which component? What point group does each displaced molecule keep? And is the symmetry-adapted count the true minimum?

**Answer**

The count depends on which displacements are allowed, and the sign rule for degenerate modes depends on the component, so both have to be pinned down. Units are Hartree atomic units; frequencies are converted to cm⁻¹.

**What symmetry does to a gradient**

Collect the positions of the N nuclei in x, a vector with 3N components, with energy E(x), gradient g(x), reference geometry x0 and Hessian H at x0. An operation R of the point group G is an orthogonal 3×3 matrix that carries atom a to the site of an identical atom π(a). It acts on 3N-vectors by

(D_R x)_π(a) = R x_a.

D_R is orthogonal, and D_R x0 = x0. I assume a nondegenerate electronic state and a method that respects the symmetry, so that E(D_R x) = E(x). The chain rule gives D_Rᵀ g(D_R x) = g(x), and multiplying by D_R,

g(D_R x) = D_R g(x).   (1)

Differentiating (1) at x0 gives H D_R = D_R H. If Hv is known for one displacement v, then H(D_R v) = D_R(Hv) is known for its whole orbit {D_R v}.

Rigid motions cost nothing. For a uniform translation t, g(x + εt) = g(x), so Ht = 0 at any geometry. For a rotation generated by an antisymmetric Ω acting on each atom, invariance of E gives g(x)·Ωx = 0 for all x. The gradient of this identity is HΩx + Ωᵀg = 0, so HΩx0 = 0 when g(x0) = 0. At a stationary point H is therefore needed on the space V, of dimension 3N − 6, orthogonal to the six rigid motions.

**When one sign is enough**

For a unit vector v and step h, with T and Q the third and fourth derivative tensors,

g(x0 + hv) = g(x0) + h Hv + (h²/2) T(v,v) + (h³/6) Q(v,v,v) + …

The terms even in h cancel in the central difference:

y = [g(x0 + hv) − g(x0 − hv)]/(2h) = Hv + (h²/6) Q(v,v,v) + …

Call v reversible if some R in G has D_R v = −v. Then D_R(x0 + hv) = x0 − hv, and (1) gives g(x0 − hv) = D_R g(x0 + hv), so

y = (1 − D_R) g(x0 + hv)/(2h).   (2)

This is the same central difference, obtained from one gradient. I count a reversible v as 1 gradient and any other v as 2. A uniform translation contained in v changes no gradient, so remove it before testing for reversibility. The operations of G that leave the displaced molecule in place form the stabilizer K = {R : D_R v = v}, since D_R(x0 + hv) = x0 + hv holds just for those R. For v in V and small h, K is the full point group of the displaced molecule; a rigid part of v can hide further symmetry.

Dropping the second sign without such an R in general loses an order, although the diagonal element can escape if its cubic term vanishes for another reason. The one-sided diagonal estimate is

v·g(x0 + hv)/h = v·Hv + (h/2) f3 + (h²/6) f4 + …,

with f3 = v·T(v,v) and f4 = v·Q(v,v,v). If v is reversible, E(x0 + sv) is even in s and f3 = 0; otherwise this argument does not remove f3.

**How many displacements fix H**

Put the orbit vectors D_R v of all displacements, and the rigid vectors, in the columns of X, and the responses D_R y (zero for rigid vectors) in the columns of Y. Then Y = HX up to O(h²). If the columns span all 3N dimensions, XXᵀ is invertible, and multiplying by Xᵀ gives

H = Y Xᵀ (X Xᵀ)⁻¹.   (3)

If they do not span, let W be their orthogonal complement. The span is invariant under G, so W is too, and its projector P_W commutes with each D_R. Then H + λP_W is symmetric, commutes with G, annihilates the rigid motions and has the same action on every displacement, for any λ. The data cannot tell it from H. Spanning is thus necessary and sufficient.

To find the dimension of an orbit, assume that the real irreps of G stay irreducible over the complex numbers, as the great orthogonality theorem used below requires. Those of Td and D6h do; the E irrep of C3 does not, and (4) can fail there. Let the irrep Γ, of dimension d and with real orthogonal matrices M(R), occur m times in V. Choose orthonormal vectors e_aμ (copy a = 1…m, row μ = 1…d) with D_R e_aν = Σ_μ e_aμ M_μν(R). The Γ part of v is Σ C_aν e_aν with an m×d matrix C. By the great orthogonality theorem the operator (d/|G|) Σ_R M_μν(R) D_R annihilates the other irreps and turns v into Σ_a C_aν e_aμ: column ν of C placed in row μ. These combinations of orbit vectors span d × rank C dimensions, and D_R does not change the column space of C, so there are no more. Hence

dimension of the orbit span = Σ_Γ d_Γ rank C_Γ, with rank C_Γ ≤ min(m_Γ, d_Γ).   (4)

For several displacements the columns of all their C_Γ together must span m_Γ dimensions. If v retains K, each row of C is a vector of Γ fixed by K, so

rank C_Γ ≤ dim Γ^K,   (5)

where Γ^K is the K-fixed subspace of Γ.

A symmetry-adapted displacement lies in one irreducible subspace: one Γ and rank C = 1. By (4), m_Γ of them are needed for Γ, and one vector from each copy suffices, whatever the degeneracy. A copy contains a reversible vector if and only if some M(R) has eigenvalue −1. The minimum is

n = Σ_Γ m_Γ c_Γ, with c_Γ = 1 if some M(R) has eigenvalue −1 and c_Γ = 2 otherwise.   (6)

The matrix B_μν = e_aμ·H e_bν commutes with all M(R), because H commutes with D_R. The real irreps of Td and D6h stay irreducible over the complex numbers (their characters obey Σ_R χ² = |G|), so Schur's lemma gives B = F_ab × unit matrix. Displacing along the same row μ in every copy yields the block directly, F_ab = v_a·y_b.

**Multiplicities**

Atoms that move contribute nothing to the trace of D_R, so it is n_fix tr R. Translations transform as a vector (trace tr R), rotations as an axial vector (trace det R tr R). On V,

χ(R) = (n_fix − 1 − det R) tr R, and m_Γ = (1/|G|) Σ_R χ_Γ(R) χ(R).

Methane. For the classes E, 8C3, 3C2, 6S4, 6σd: n_fix = 5, 2, 1, 1, 3; tr R = 3, 0, −1, −1, 1; det R = 1, 1, 1, −1, −1. So χ = 9, 0, 1, −1, 3, and weighted by class size 9, 0, 3, −6, 18.

A1 (1, 1, 1, 1, 1): (9 + 3 − 6 + 18)/24 = 1
A2 (1, 1, 1, −1, −1): (9 + 3 + 6 − 18)/24 = 0
E (2, −1, 2, 0, 0): (18 + 6)/24 = 1
T1 (3, 0, −1, 1, −1): (27 − 3 − 6 − 18)/24 = 0
T2 (3, 0, −1, −1, 1): (27 − 3 + 6 + 18)/24 = 2

V = A1 + E + 2T2, of dimension 1 + 2 + 6 = 9.

Benzene. Take z along C6, x through atoms (C2′ axes), y through bond midpoints (C2″ axes); the B1/B2 labels depend on this choice. For the rotations E, 2C6, 2C3, C2, 3C2′, 3C2″: n_fix = 12, 0, 0, 0, 4, 0 and tr R = 3, 2, 0, −1, −1, −1, so χ = 30, −4, 0, 2, −2, 2, weighted 30, −8, 0, 2, −6, 6. For the products iR, det = −1 and χ = n_fix tr. Atoms are fixed by iC2 = σh (12 atoms) and iC2″ = σ(xz) type (4 atoms), both of trace 1, and by none of the others, so the weighted values in the same order are 0, 0, 0, 12, 0, 12. Let p and q be the two sums against a D6 character; then m_g = (p + q)/24 and m_u = (p − q)/24.

A1 (1, 1, 1, 1, 1, 1): p = 24, q = 24, giving 2A1g
A2 (1, 1, 1, 1, −1, −1): p = 24, q = 0, giving A2g + A2u
B1 (1, −1, 1, −1, 1, −1): p = 24, q = −24, giving 2B1u
B2 (1, −1, 1, −1, −1, 1): p = 48, q = 0, giving 2B2g + 2B2u
E1 (2, 1, −1, −2, 0, 0): p = 48, q = −24, giving E1g + 3E1u
E2 (2, −1, −1, 2, 0, 0): p = 72, q = 24, giving 4E2g + 2E2u

There are 10 one-dimensional and 10 two-dimensional copies, 30 dimensions in all.

**Methane: signs and subgroups**

Put the C2 axes along x, y, z and the H atoms along (sx, sy, sz) with signs obeying sx sy sz = +1.

A1 is fixed by every operation, so it retains Td and needs both signs.

E is carried by θ ∝ 2z² − x² − y² and ε ∝ √3(x² − y²). The three C2 rotations leave all squares unchanged, so D2 acts trivially. The other operations permute x², y², z²: a C3 rotates the (θ, ε) plane by 120°, while σd and S4 swap two squares and act as reflections. Swapping x² and y² fixes θ and reverses ε. With θ at angle 0 the mirror lines lie at 0°, 60° and 120°. A rotation by 120° has no eigenvalue −1, so the reversible vectors are the normals to the mirror lines, at 90° (ε), 150° and 30°. None lies on a mirror line, so ε retains D2 alone, at cost 1. The vector θ lies on a mirror line and retains a group of order 8, D2d, but its orbit is 0°, 120°, 240° and misses 180°, so it costs 2.

T2 transforms as a vector (x, y, z). A vector along a C3 axis retains C3v, along a C2 axis C2v (for z: E, C2z and the two σd planes containing z), in a mirror plane otherwise Cs, and elsewhere C1. The eigenvalue −1 occurs for C2z on the xy plane, for a σd on its normal such as (1, −1, 0), and for S4 on its axis; all of these lie in coordinate planes. The direction (1, 1, 1) does not, so C3v costs 2. The direction z is reversed by C2x and retains C2v, the largest group available at cost 1.

By (6), n = 2 (A1, Td) + 1 (E, D2) + 2 × 1 (T2, C2v) = 5.

**Benzene: signs and subgroups**

A one-dimensional irrep other than A1g has character −1 on half of the group, so it is reversible, and it retains the 12 operations with character +1. For Γg the character of iR equals that of R, for Γu it is opposite.

A1g (m = 2): D6h, both signs.
A2g (m = 1): +1 on the rotations about z and on i, giving C6h.
A2u (m = 1): +1 on the rotations about z and on iC2′, iC2″ (vertical planes), giving C6v.
B2g (m = 2): +1 on C3, C2″ and i, giving D3d with C2″ axes.
B1u (m = 2): +1 on C3, C2′ and iC2 = σh, giving D3h with C2′ axes.
B2u (m = 2): +1 on C3, C2″ and σh, giving D3h with C2″ axes.

In a two-dimensional irrep a nonzero vector is fixed by the operations that act trivially and by at most one reflection of the plane, so its stabilizer is at most twice as large as the trivially acting subgroup.

E1u (m = 3) is the polar vector (x, y). Inversion reverses every vector; E and σh act trivially, so the order is at most 4. The x component retains E, σh, C2x, σ(xz), a C2v about a C2′ axis; y retains the C2v about a C2″ axis.

E1g (m = 1) is the axial vector (Rx, Ry). C2z reverses every vector; E and i act trivially. Rx retains E, i, C2x, σ(yz), a C2h with a C2′ axis; Ry retains the C2h with a C2″ axis.

E2u (m = 2) is z(x² − y²), xyz. Inversion reverses every vector; E and C2z act trivially. The first component retains E, C2z, σ(xz), σ(yz), which is C2v about z; xyz retains D2.

E2g (m = 4) is x² − y², 2xy, proportional to cos 2φ, sin 2φ. Here E, C2z, i, σh (C2h about z) act trivially, C6 rotates the plane by 120°, and C2x fixes x² − y² and reverses xy. This is the pattern of methane's E: xy retains C2h at cost 1, and x² − y² retains D2h at cost 2.

All 20 copies cost 1 except the two A1g, so n = 20 + 2 = 22.

**Comparison with an abelian code**

In D2, C2v or D2h all irreps are one-dimensional and real, so (6) becomes 3N − 6 + n_sym, where n_sym, the number of totally symmetric modes, is the average of χ over the subgroup. For methane in D2, n_sym = (9 + 1 + 1 + 1)/4 = 3 and n = 12; in C2v, (9 + 1 + 3 + 3)/4 = 4 and n = 13. For benzene in D2h (E, C2z, C2′, C2″, i, σh, σ(yz), σ(xz)), (30 + 2 − 2 + 2 + 0 + 12 + 0 + 4)/8 = 6 and n = 36. Without symmetry, 2(3N − 6) = 18 and 60.

**Is the adapted count the true minimum?**

It is not, if one displacement may mix irreps or mix copies. Stay within central differences, with cost 1 or 2 per displacement. Let P0 = (1/|G|) Σ_R D_R project on the totally symmetric space. Since P0 D_R = P0, a reversible v has P0 v = P0 D_R v = −P0 v, so P0 v = 0. The totally symmetric space, of dimension m0, must then be spanned by displacements of cost 2, each of rank at most 1 there, and

n ≥ 2 m0,

a lower bound of 2 for methane and 4 for benzene. Both bounds are attained.

Methane: move the H atom at (+,+,+) along ±z. The C3 axis through that atom turns z into x and y, and the C2 rotations carry these to the other three H atoms, giving 12 dimensions. The three translations add the carbon coordinates, for 15. The stabilizer must fix the atom (C3v) and the direction z, which leaves E and the plane x = y: Cs. No single displacement does better, because T2 needs rank 2, so by (5) K must fix a whole plane of vectors, and the operations that do so are E and one mirror. In terms of (4), a rank-2 matrix C mixes two T2 copies in different rows, and a generic orbit has dimension 1 + 2 + 6 = 9 of 9.

Benzene: move the C atom on the x axis along ±u with u = (1, 1, 1)/√3, and separately the H atom on that axis. The site group is E, C2x, σh, σ(xz). Then u + C2x u points along x, u − σh u along z and u − σ(xz) u along y, and C6 carries these round the ring: 18 + 18 = 36 dimensions from 4 gradients. One displacement cannot suffice: (4) caps it at 6 one-dimensional irreps + 2 (E1g) + 3 × 4 (E2g, E1u, E2u) = 20 of 30. A scheme of cost 4 consists of two displacements of cost 2, by the argument for the bound. E2g needs rank 2 from each, so K lies in {E, C2z, i, σh}. B1u needs rank 1 from each, which excludes C2z and i (character −1). B2g likewise excludes σh, whose character is (+1)(−1) = −1. Both displacements are C1. Keeping σh in one of them loses one B2g column by (5), leaving at most 29 of 30.

These two schemes use no rotational invariance, so they remain valid at a symmetric geometry that is not stationary.

Fewest gradients need not mean least time. Under the idealization that a gradient costs 1/|K| of an unsymmetric one, methane costs 2/24 + 1/4 + 2/4 = 5/6 adapted against 2/2 = 1 mixed, and benzene 4/24 + 8/12 + 10/4 = 10/3 against 4. In the same idealization ε (1/4) and θ (2/8) tie.

**Worked example: methane at RHF/STO-3G**

The optimized bond length is 2.04659 bohr, E = −39.726864 Eh, and h = 0.01 bohr. The gradient field of a polynomial, taken at the H sites, transforms like the polynomial, which gives the H displacements

v(A1) = (sx, sy, sz)/√12, from r²
v(ε) = (sx, −sy, 0)/√8, from x² − y²
v(θ) = (−sx, −sy, 2sz)/√24
v_b = (sy, sx, 0)/√8, from xy, which transforms as z in Td

and v_a = (each H along +z, C along −4z)/√20, orthogonal to the z translation because 4 − 4 = 0. Both v_a and v_b are fixed by C2v, and T2 has a one-dimensional C2v-fixed subspace, so by (5) each has rank 1 and they are matching z rows. Five gradients give, in Eh/bohr², with the analytic value in brackets:

F(A1) = 0.47417 (0.47415), F(E) = 0.13822 (0.13822)
F_aa = 1.04867 (1.04874), F_bb = 0.37376 (0.37376)
F_ab = 0.41566, F_ba = 0.41565 (0.41565)

Within one row H = Σ F_ab v_a v_bᵀ. With the diagonal mass matrix 𝓜, the equation 𝓜⁻¹H w = ω² w projected on v_c gives Σ G_ca F_ab (v_b·w) = ω² (v_c·w), where G_ca = v_c·𝓜⁻¹v_a, so ω² are the eigenvalues of GF. The masses are m_H = 1837.15 and m_C = 21874.66 electron masses, and 1 Eh = 219474.63 cm⁻¹. In A1 and E the carbon is at rest and G = 1/m_H:

ω(A1) = √(0.47417/1837.15) = √(2.5810×10⁻⁴) = 0.0160655 Eh = 3526.0 cm⁻¹
ω(E) = √(0.13822/1837.15) = √(7.5236×10⁻⁵) = 0.0086739 Eh = 1903.7 cm⁻¹

For T2, G_aa = (16/20)/m_C + (4/20)/m_H = 3.6572×10⁻⁵ + 1.08864×10⁻⁴ = 1.45436×10⁻⁴, G_bb = 1/m_H = 5.44321×10⁻⁴, and G_ab = 0 because v_a moves H along z and v_b in the xy plane. Then

tr GF = 1.52515×10⁻⁴ + 2.03446×10⁻⁴ = 3.5596×10⁻⁴
det F = 0.39195 − 0.17277 = 0.21918
det GF = 7.9164×10⁻⁸ × 0.21918 = 1.7351×10⁻⁸
ω² = tr/2 ± √(tr²/4 − det) = 1.7798×10⁻⁴ ± √(3.1677×10⁻⁸ − 1.7351×10⁻⁸) = 1.7798×10⁻⁴ ± 1.1969×10⁻⁴

so ω² = 2.9767×10⁻⁴ and 5.829×10⁻⁵, that is 3786.6 and 1675.6 cm⁻¹. The analytic Hessian gives 1675.76, 1903.72, 3525.91 and 3786.63 cm⁻¹; the five-gradient Hessian built by (3) gives 1675.64, 1903.72, 3525.96, 3786.62, and the two-gradient one 1675.66, 1903.64, 3525.89, 3786.60. The decimals compare algorithms at one level of theory and say nothing about the accuracy of RHF/STO-3G. The largest element of the difference from the analytic Hessian is 5.74×10⁻⁵ Eh/bohr² at h and 2.29×10⁻⁴ at 2h for five gradients, and 3.82×10⁻⁵ and 1.53×10⁻⁴ for two. The ratios are 4.0, as an h² error requires.

The one-sided diagonal errors, relative to the analytic Hessian, at h = 0.02 and 0.04 bohr show the role of the component. For A1 they are −5.93×10⁻³ and −1.18×10⁻², ratio 2.0, so, neglecting the f4 term, f3 ≈ 2(−5.93×10⁻³)/0.02 ≈ −0.6 Eh/bohr³, and the first error is 1.3% of F(A1). For θ they are 2.31×10⁻⁴ and 4.67×10⁻⁴, again ratio 2.0, with f3 ≈ 0.023 Eh/bohr³. For ε they are 2.02×10⁻⁶ and 8.09×10⁻⁶, ratio 4.0. Two components of the same E mode thus give first-order and second-order errors in the diagonal element from one gradient. The full column g(x0 + hε)/h still carries the first-order term (h/2) T(ε,ε), which is unchanged by the operation reversing ε and so lies along A1 and θ; it is (2) that removes this term and makes the whole column second order.

**Benzene symmetry on a model force field**

The counts depend on the atomic positions and how the point group acts on them, not on the force field, so a D6h C6H6 model with round parameters serves: rings of radius 2.5 and 4.5 bohr, Morse pairs centred on the reference distances (D = 0.15 Eh bonded, 0.01 Eh otherwise, a = 1.0 bohr⁻¹), and terms (k/2)(triple product)² with k = 0.002 Eh/bohr⁶ for out-of-plane stiffness. Its Hessian, obtained by complex-step differentiation, has eigenvalues on V from 0.029 to 3.16 Eh/bohr². Against it, 22 adapted gradients give a largest element error of 1.68×10⁻⁵ Eh/bohr² at h = 0.01 bohr and 6.71×10⁻⁵ at 2h; the 4 mixed gradients give 2.11×10⁻⁵ and 8.46×10⁻⁵. The numerical check below also searches the fixed and reversed subspaces of every irreducible copy and asserts the subgroup lists above, that removing any adapted displacement lowers the rank, that a directly computed g(x0 − hv) equals D_R g(x0 + hv) for ε, v_b and the reversible benzene vectors, and that a benzene pair with one member above C1 stays below rank 30; the largest rank found is 29.

**Where this fails**

Everything rests on (1). It can fail for an SCF solution that breaks the symmetry of x0, for one component of a degenerate electronic state, and for an integration grid that is not mapped into itself by G. The adapted counts also use HΩx0 = 0, which needs g(x0) = 0. The result that every irrep occurring in V, except the totally symmetric one, costs 1 per copy was checked irrep by irrep for these two molecules and does not hold in every point group: in C3 the operations rotate the E plane by ±120°, have no eigenvalue −1, and both signs are needed. The minima 5 and 22, and 2 and 4, are proved for central differences along straight Cartesian displacements; nothing here bounds schemes that fit higher derivatives to other sets of points.

Values computed for the example and the checks

```
step h = 0.01 bohr
CH4 A1: m=1 one-sign keeps none; highest Td; gradients 2
CH4 E: m=1 one-sign keeps D2; highest D2d; gradients 1
CH4 T2: m=2 one-sign keeps C2v; highest C3v; gradients 2
CH4: adapted total 5; no symmetry 18; generic orbit rank 9 of 9
CH4 abelian counts: [('D2', 12), ('C2v', 13)]
CH4 groups kept by one complete displacement: ['C1', 'Cs']
CH4 RHF/STO-3G: r(CH) = 2.04659 bohr, E = -39.726864 Eh
one-sided error A1: -5.93e-03, -1.18e-02 Eh/bohr^2 (h=0.02, 0.04)
one-sided error E theta: 2.31e-04, 4.67e-04 Eh/bohr^2 (h=0.02, 0.04)
one-sided error E eps: 2.02e-06, 8.09e-06 Eh/bohr^2 (h=0.02, 0.04)
masses C 21874.66, H 1837.15 m_e; 1 Eh = 219474.63 cm^-1
analytic T2,E,A1,T2 (cm^-1): [1675.76 1903.72 3525.91 3786.63]
CH4 adapted: 5 gradients, max error 5.74e-05 (h), 2.29e-04 (2h) Eh/bohr^2
  T2,E,A1,T2 (cm^-1): [1675.64 1903.72 3525.96 3786.62]
  F A1: 0.47417 vs analytic 0.47415 Eh/bohr^2
  F E: 0.13822 vs analytic 0.13822 Eh/bohr^2
  F T2aa: 1.04867 vs analytic 1.04874 Eh/bohr^2
  F T2ab: 0.41566 vs analytic 0.41565 Eh/bohr^2
  F T2ba: 0.41565 vs analytic 0.41565 Eh/bohr^2
  F T2bb: 0.37376 vs analytic 0.37376 Eh/bohr^2
CH4 H along z: 2 gradients, max error 3.82e-05 (h), 1.53e-04 (2h) Eh/bohr^2
  T2,E,A1,T2 (cm^-1): [1675.66 1903.64 3525.89 3786.6 ]
model: rC=2.5, rH=4.5 bohr; Morse D=0.15 (bonded), 0.01 (other) Eh
model: Morse a=1.0 1/bohr; triple-product k=0.002 Eh/bohr^6
C6H6 A1g: m=2 one-sign keeps none; highest D6h; gradients 4
C6H6 A2g: m=1 one-sign keeps C6h; highest C6h; gradients 1
C6H6 B2g: m=2 one-sign keeps D3d(C2''); highest D3d(C2''); gradients 2
C6H6 E1g: m=1 one-sign keeps C2h(C2'')/C2h(C2'); highest C2h(C2'')/C2h(C2'); gradients 1
C6H6 E2g: m=4 one-sign keeps C2h; highest D2h; gradients 4
C6H6 A2u: m=1 one-sign keeps C6v; highest C6v; gradients 1
C6H6 B1u: m=2 one-sign keeps D3h(C2'); highest D3h(C2'); gradients 2
C6H6 B2u: m=2 one-sign keeps D3h(C2''); highest D3h(C2''); gradients 2
C6H6 E1u: m=3 one-sign keeps C2v(C2'')/C2v(C2'); highest C2v(C2'')/C2v(C2'); gradients 3
C6H6 E2u: m=2 one-sign keeps C2v/D2; highest C2v/D2; gradients 2
C6H6: adapted total 22; no symmetry 60; generic orbit rank 20 of 30
C6H6 abelian count: ('D2h', 36)
C6H6 pair with one member above C1: largest orbit rank 29 of 30
model Hessian eigenvalues on V: 0.02922 to 3.16248 Eh/bohr^2
C6H6 adapted: 22 gradients, max error 1.68e-05 (h), 6.71e-05 (2h) Eh/bohr^2
C6H6 C and H along (111): 4 gradients, max error 2.11e-05 (h), 8.46e-05 (2h) Eh/bohr^2
```
